# Peltier heat over a ballistic two-dimensional barrier and its release in contacts, part 1

(Sections cited here and not found follow in the second part.)

## I. The barrier and the channel

Electrons cross the top of a barrier in a two-dimensional channel, and each takes some heat from the source. The channel is uniform across its width, so the number flux and the heat flux are both proportional to the width, which drops out of their ratio. What remains is the thermal energy $kT$, the height of the source Fermi level above the barrier top, $\mu_S-E_b$, the bias energy $eV$, the mass $m$ and $\hbar$. The combination $\hbar^2/m$ is an energy times a length squared. It can yield an energy only with the help of a length, and classical collision-free motion supplies none: what counts is whether an electron passes the top, not how far away the contacts lie. The heat per electron must therefore have the form

$$q_S=kT\,\Phi(\eta,v),\qquad \eta=\frac{\mu_S-E_b}{kT},\qquad v=\frac{eV}{kT}.$$

One limit of $\Phi$ follows from equipartition. At low density and large bias, the crossing electrons have a Boltzmann distribution. Their forward energy above the top, weighted by flux, averages $\int_0^\infty Ee^{-E/kT}dE\,/\int_0^\infty e^{-E/kT}dE=kT$, and their transverse motion carries $kT/2$. Hence $\Phi\to\tfrac32-\eta$. The full function needs the calculation below.

### Assumptions

The coordinate $x$ runs from source to drain, and $y$ runs across the channel. The electron charge is $-e$. One subband with spin degeneracy 2 and valley degeneracy $g_v$ is occupied, with energy

$$E=U(x)+\frac{\hbar^2(k_x^2+k_y^2)}{2m}.$$

**A1.** The motion is classical, $U$ is static and independent of $y$, and $U$ has a single maximum $E_b$.

**A2.** There are no collisions between the contacts.

**A3.** The contacts inject Fermi distributions $f_S$ and $f_D$ with a common temperature $T$ and Fermi levels $\mu_S$ and $\mu_D=\mu_S-eV$, where $V>0$.

**A4.** In the contacts, directed fluxes scatter elastically with length $\lambda_e$ and inelastically with length $\lambda_i$, both independent of energy. The contacts are long, have many more modes than the channel, and their own potential drop is small against $kT/e$. The equations are given in the second half.

The height $E_b$ is an input. In a transistor it follows from the gate voltage and the charge, a problem not solved here.

Heat must be distinguished from energy. If $dN$ electrons with total energy $dE$ leave a contact in equilibrium, the contact loses the heat $T\,dS=dE-\mu\,dN$. Let $J$ and $J_E$ be the number and energy fluxes per unit width along $+x$. The heat per electron leaving the source, and the heat per electron arriving in the drain, are then

$$q_S=\frac{J_E}{J}-\mu_S,\qquad q_D=\frac{J_E}{J}-\mu_D=q_S+eV. \tag{1}$$

Heat is counted along the electron flow. The electric current per width is $-eJ$, so the Peltier coefficient, heat current over electric current, is $-q_S/e$.

### Theorem

With the normalized Fermi integrals

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{u^j\,du}{1+e^{u-\eta}},\qquad j>-1,$$

the following holds.

(a) Under A1–A3,

$$q_S=kT\left[\frac32\,\frac{F_{3/2}(\eta)-F_{3/2}(\eta-v)}{F_{1/2}(\eta)-F_{1/2}(\eta-v)}-\eta\right]. \tag{2}$$

(b) In saturation, where injection from the drain is negligible, $q_S$ falls strictly as $\eta$ rises and vanishes at one value $\eta^*$.

(c) Between the contacts $J_E$ does not depend on $x$, and the lattice there receives no heat.

(d) Under A4 as well, the excess energy flux decays in each contact as $e^{-|x|/\ell}$, with $x$ counted from the contact's edge and

$$\frac1{\ell^2}=\frac{2}{\lambda_i}\left(\frac1{\lambda_e}+\frac1{2\lambda_i}\right).$$

For equal contacts with bulk Peltier heat $q_c$, the lattice receives $q_c-q_S$ per electron in the source and $q_D-q_c$ in the drain.

### Lemma 1: the fluxes

At every $x$,

$$J=\frac2h\int_{E_b}^\infty M(E)\,(f_S-f_D)\,dE,\qquad J_E=\frac2h\int_{E_b}^\infty E\,M(E)\,(f_S-f_D)\,dE, \tag{3}$$

$$M(E)=\frac{g_v\sqrt{2m(E-E_b)}}{\pi\hbar}. \tag{4}$$

*Proof.* Since $U$ depends neither on time nor on $y$, each electron keeps $E$ and $k_y$. It therefore keeps the longitudinal energy $E_x=E-\hbar^2k_y^2/2m$. Without collisions the occupation $f$ is constant along a trajectory.

An electron with $E_x>E_b$ passes the top. If it moves to the right, it came from the source and has occupation $f_S(E)$. If it moves to the left, it came from the drain and has occupation $f_D(E)$. An electron with $E_x<E_b$ is turned back to the contact it came from. At each point it can reach, the states $k_x$ and $-k_x$ then have equal occupation, and their fluxes cancel.

The number flux per width is the sum over states of velocity times occupation:

$$J=2g_v\int\frac{dk_y}{2\pi}\int\frac{dk_x}{2\pi}\,v_x f .$$

At fixed $x$ and $k_y$, $v_x=\hbar^{-1}\partial E/\partial k_x$, so for right-movers $v_x\,dk_x=dE/\hbar$. Left-movers contribute the same magnitude with a minus sign. Hence

$$J=2g_v\int\frac{dk_y}{2\pi}\int_{E_b+\hbar^2k_y^2/2m}^{\infty}\frac{dE}{2\pi\hbar}\,(f_S-f_D).$$

The position $x$ has disappeared. Now exchange the order of integration. At a given $E$, the allowed transverse wave numbers satisfy $|k_y|<\sqrt{2m(E-E_b)}/\hbar$, so $g_v\int dk_y/2\pi$ equals $M(E)$ of (4). With $2\pi\hbar=h$ this is the first part of (3). The second part has the extra factor $E$, which is constant along each trajectory. $\square$

The mass in (4) comes from counting $k_y$. If the masses along $x$ and $y$ differ, $m$ in $M$ is therefore the mass $m_y$ across the flow. The mass along the flow cancelled when $v_x\,dk_x$ became $dE/\hbar$.

### Proof of (a)

Write $\varepsilon=E-E_b$ and $C=g_v\sqrt{2m}/(\pi^2\hbar^2)$, which is $2/h=1/(\pi\hbar)$ times the prefactor of (4). With $\varepsilon=ukT$, the source stream carries the number flux

$$N(\eta)=C\int_0^\infty\varepsilon^{1/2}f_S\,d\varepsilon=C(kT)^{3/2}\,\Gamma(\tfrac32)\,F_{1/2}(\eta)$$

and, measured from the barrier top, the energy flux

$$K(\eta)=C\int_0^\infty\varepsilon^{3/2}f_S\,d\varepsilon=C(kT)^{5/2}\,\Gamma(\tfrac52)\,F_{3/2}(\eta).$$

The drain stream is the same with $\eta$ replaced by $(\mu_D-E_b)/kT=\eta-v$. Therefore $J=N(\eta)-N(\eta-v)$ and $J_E=E_bJ+K(\eta)-K(\eta-v)$. Insert these in (1), and use $\Gamma(\tfrac52)=\tfrac32\Gamma(\tfrac32)$ and $E_b-\mu_S=-\eta kT$. The result is (2). $\square$

**Saturation.** Because $1/(1+e^z)<e^{-z}$, we have $F_j(\eta-v)<e^{\eta-v}$. The drain terms are negligible beside the source terms once $eV\gg kT$ and the drain Fermi level lies many $kT$ below the barrier top, and then

$$q_S=kT\left[\frac32\frac{F_{3/2}(\eta)}{F_{1/2}(\eta)}-\eta\right]. \tag{5}$$

**Small bias.** For $j>0$ the derivative with respect to $\eta$ can be moved onto $u$ with a minus sign and integrated by parts. The boundary terms vanish, and

$$F_j'(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{j\,u^{j-1}du}{1+e^{u-\eta}}=F_{j-1}(\eta),$$

since $\Gamma(j+1)=j\Gamma(j)$. The differences in (2) become $vF_{1/2}$ and $vF_{-1/2}$ to first order in $v$, so

$$q_S\to kT\left[\frac32\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}-\eta\right]. \tag{6}$$

At low density every $F_j(\eta)$ tends to $e^\eta$. Both (5) and (6) then give $kT(\tfrac32-\eta)$, the value found from equipartition.

For a degenerate stream the two formulas differ even in sign. At small bias, $f_S-f_D$ is proportional to $-\partial f/\partial E$, which is symmetric about the Fermi level. The number of modes $M$ grows with energy, so energies above $\mu$ outweigh those at equal distance below, and (6) is positive for every $\eta$. In saturation the drain no longer returns electrons at energies below $\mu_S$, and these now contribute fully to the net flux. Each carries away less than $\mu_S$.

### Lemma 2: the mean energy rises more slowly than the Fermi level

Let $\langle\cdot\rangle$ be the average over $\varepsilon$ with weight $\varepsilon^{1/2}f_S$, and let $\mu=\mu_S-E_b$. At fixed $T$,

$$\frac{d\langle\varepsilon\rangle}{d\mu}=\frac32-\frac12\,\langle\varepsilon\rangle\left\langle\frac1\varepsilon\right\rangle<1. \tag{7}$$

*Proof.* Set $A=\int_0^\infty\varepsilon^{1/2}f_S\,d\varepsilon$ and $B=\int_0^\infty\varepsilon^{3/2}f_S\,d\varepsilon$, so that $\langle\varepsilon\rangle=B/A$. Since $\partial f_S/\partial\mu=-\partial f_S/\partial\varepsilon$, integration by parts gives

$$\frac{dB}{d\mu}=\frac32A,\qquad \frac{dA}{d\mu}=\frac12\int_0^\infty\varepsilon^{-1/2}f_S\,d\varepsilon=\frac12A\left\langle\frac1\varepsilon\right\rangle .$$

The quotient rule, $(B/A)'=B'/A-(B/A)(A'/A)$, yields the equality in (7). The function $1/\varepsilon$ is strictly convex and $\varepsilon$ is spread over a range. Jensen's inequality therefore gives $\langle1/\varepsilon\rangle>1/\langle\varepsilon\rangle$, and the product in (7) exceeds 1. $\square$

### Proof of (b)

In saturation $q_S=\langle\varepsilon\rangle-\mu$, and its derivative with respect to $\mu$ is negative by (7). For $\eta\to-\infty$, $\langle\varepsilon\rangle\to\tfrac32kT$ and $q_S\to+\infty$. For $\eta\to\infty$ the Fermi function becomes a step, and

$$\langle\varepsilon\rangle\to\frac{\int_0^\mu\varepsilon^{3/2}d\varepsilon}{\int_0^\mu\varepsilon^{1/2}d\varepsilon}=\frac{2/5}{2/3}\,\mu=\frac35\mu,\qquad q_S\to-\frac25\mu. \tag{8}$$

A continuous, strictly falling function that starts positive and ends negative has one zero. $\square$

Numerical root finding on (5) gives $\eta^*=2.336$. No material parameter enters this number. It holds for a parabolic two-dimensional subband in saturation. At 300 K, where $kT=25.85$ meV, the barrier top then lies 60.4 meV below the source Fermi level.

The change of sign has a direct meaning. Over a high barrier the source loses electrons from far above its Fermi level, and refilling those states takes heat. Over a low barrier it loses mostly electrons from below its Fermi level. Electrons fall into the vacancies, and the source is heated.

### Proof of (c)

In a steady state, the energy of the electrons between two points $x_1<x_2$ does not change. Whatever they give to the lattice must equal $J_E(x_1)-J_E(x_2)$. Here $J_E$ counts the total energy, including $U$, so the work of the static field is already included. Lemma 1 makes $J_E$ independent of $x$, and the difference is zero. $\square$

The field nevertheless does work. The kinetic energy flux is $J_K=J_E-U(x)J$, so

$$\frac{dJ_K}{dx}=-\frac{dU}{dx}\,J, \tag{9}$$

which is force times flux. The familiar product of current and field thus measures the power given to the electrons. It becomes lattice heat where they collide inelastically, and under A2 this happens beyond the channel.

## II. The contacts and a silicon transistor

The first half treated a channel with barrier top $E_b$ between contacts with Fermi levels $\mu_S$ and $\mu_D=\mu_S-eV$. The number flux $J$ and the total energy flux $J_E$, both per unit width, are constant along the channel. Each electron carries the heat $q_S=J_E/J-\mu_S$ out of the source and $q_D=q_S+eV$ into the drain. With $\eta=(\mu_S-E_b)/kT$, the saturated value of $q_S$ is given by (5), and it changes sign at $\eta^*=2.336$. The mean energy of crossing electrons above the barrier top is $\langle\varepsilon\rangle$. Part (d) of the theorem, the release of the heat in the contacts, remains to be shown.

### The contact equations

Let the drain occupy $x>0$, with $x$ now measured from its edge. $F_+(x,E)$ and $F_-(x,E)$ are the number fluxes per unit width and energy that run away from the channel and back towards it. In equilibrium each equals $\mathcal M f$, where $\mathcal M=(2/h)M_c$ and $M_c(E)$ is the number of contact modes per width. Elastic collisions exchange the two fluxes. Inelastic ones replace them by the local Fermi function $f_{\rm loc}$, which has the lattice temperature and a Fermi level $\mu(x)$:

$$F_+'=-\frac{F_+-F_-}{\lambda_e}-\frac{F_+-\mathcal M f_{\rm loc}}{\lambda_i},\qquad -F_-'=-\frac{F_--F_+}{\lambda_e}-\frac{F_--\mathcal M f_{\rm loc}}{\lambda_i}.$$

Define the net flux $i=F_+-F_-$ and the mean $s=(F_++F_-)/2$. Adding the two equations cancels the elastic terms. Subtracting the second from the first and halving cancels $f_{\rm loc}$:

$$i'=-\frac2{\lambda_i}\,(s-\mathcal M f_{\rm loc}),\qquad s'=-a\,i,\qquad a=\frac1{\lambda_e}+\frac1{2\lambda_i}. \tag{10}$$

The heat each electron takes from the source is now known, as is its change of sign in saturation, and the collision-free channel itself gives no heat to the lattice. It remains to solve the contact equations (10), which show where the heat is released, and to apply the results to a silicon transistor.
